**Tunnel splitting of an integer spin with D and E, and its quenching by a hard-axis field**

**1. Definitions and conventions**

The Hamiltonian is

H = −D Sz² + E(Sx² − Sy²) − h Sx,  h = gμB Bx,  D > E > 0,

for integer spin S, with ħ = 1, energies in kelvin (divided by kB) and fields in tesla. The basis |m⟩ diagonalizes Sz, with S₊|m⟩ = s|m+1⟩, s = √[(S−m)(S+m+1)] > 0. Define

a² = D+E, b² = 2E, c² = D−E (so a² − b² = c²), x = h/(2ab).

Eliminating one component with Sx² + Sy² + Sz² = S(S+1) gives two equivalent forms:

H = a²Sx² + c²Sy² − hSx − DS(S+1)  (1)
H = ES(S+1) − a²Sz² − b²Sy² − hSx  (2)

Since a² > c² > 0, form (1) shows that z is the easy axis, y the medium axis and x the hard axis. The link between |m⟩ and |m+1⟩ is labelled μ = m + ½, so μ takes the 2S values −S+½, …, S−½.

R = exp(iπSx) reverses Sy and Sz, so it commutes with H and sends |m⟩ to p_m|−m⟩. The state with m_x = S has components proportional to √C(2S, S+m), all positive and symmetric in m, and R multiplies it by e^(iπS); hence p_m = e^(iπS) for all m. The sector of vectors symmetric under m → −m (S − m_x even) is called even, the other odd. The signed ground gap and the tunnel splitting are

G = E_odd − E_even, Δ = |G|,

with E_even and E_odd the lowest levels of the sectors. If the pair |±S⟩ has an effective off-diagonal element t, the symmetric combination shifts by +t and the antisymmetric by −t, so G = −2t. The two diagonal shifts are equal because R exchanges the states.

**2. Zero field: order S in E**

From Sx = (S₊+S₋)/2 and Sy = (S₊−S₋)/2i, Sx² − Sy² = (S₊² + S₋²)/2. The perturbation changes m by ±2, so |−S⟩ reaches |S⟩ first at order S, through the single chain m = −S + 2k. The matrix elements multiply to (E/2)^S times the product of all 2S factors s. With j = S+m+1 running from 1 to 2S, s² = j(2S+1−j), so Πs² = [(2S)!]² and Πs = (2S)!. The S−1 intermediate states give denominators

E(−S) − E(m) = −D(S−m)(S+m) = −4Dk(S−k), k = 1, …, S−1,

whose product is (−4D)^(S−1)[(S−1)!]². Therefore t = (E/2)^S(2S)!/{(−4D)^(S−1)[(S−1)!]²}. Using 2·2^(−S)·4^(1−S) = 8·8^(−S),

G(0) = (−1)^S 8D (2S)!/[(S−1)!]² (E/8D)^S [1 + O(E²/D²)].  (A)

The correction is even in E for the following reason. A rotation by π/2 about z turns H(E) into H(−E) and gives |S⟩ a phase (−1)^S relative to |−S⟩, so G(−E) = (−1)^S G(E). The lowest level of each sector is simple and therefore analytic at small E, which makes G/E^S a series in E².

Two cases are exact. For S = 1 the levels from |±1⟩ are −D ± E and G = −2E, which is (A) without correction. For S = 2 the odd combination of |±2⟩ stays at −4D and the even one mixes with |0⟩ through √2·(E/2)·√24 = √12 E, so G = √(4D²+12E²) − 2D = (3E²/D)(1 − 3E²/4D² + …), and (A) gives 8·24/64 = 3. At large S, (2S)!/[(S−1)!]² = S²C(2S,S) ≈ S²4^S/√(πS), with relative error about 1/(8S), so

Δ(0) ≈ 8D S^(3/2) π^(−1/2) (E/2D)^S.  (3)

**3. Field along the hard axis: interference of paths**

When h is of order √(DE), two steps of −(h/2)S₊ weigh as much as one step of (E/2)S₊². Count h ~ ε and E ~ ε². Every purely ascending path from −S to S is of order ε^(2S), and a path with a descending step costs at least ε² more. Let c_k be the amplitude of |−S+k⟩ in the state grown from |−S⟩, s_k = √[k(2S+1−k)] and c_k = s₁⋯s_k β_k. The level k lies Dk(2S−k) above the ground pair, and the ascending part of the Schrödinger equation, divided by s₁⋯s_k, is

Dk(2S−k) β_k = (h/2)β_(k−1) − (E/2)β_(k−2), β₀ = 1, β_(−1) = 0.

The last step gives t = −(2S)![(h/2)β_(2S−1) − (E/2)β_(2S−2)], so

G = 2(2S)! [(h/2)β_(2S−1) − (E/2)β_(2S−2)].  (4)

Each replacement of two h steps by one E step changes the sign, so the paths interfere. For S = 1, β₁ = h/2D and G = h²/D − 2E, which vanishes at h = √(2DE). The general factorization follows from a change of basis that leaves one path.

**4. Tridiagonal form**

Let K± = (aSz ± ibSy)/c. With [Sz,Sy] = −iSx,

c²K₊K₋ = a²Sz² + b²Sy² − iab[Sz,Sy] = a²Sz² + b²Sy² − abSx,

so (2) becomes H = ES(S+1) − c²K₊K₋ − (ab+h)Sx. The commutators [Sx,Sz] = −iSy and [Sx,−iSy] = Sz sum the nested-commutator series to

e^(αSx) Sz e^(−αSx) = cosh α Sz − i sinh α Sy.

Choosing cosh α = a/c and sinh α = b/c, which needs c > 0, gives K₋ = e^(αSx)Sz e^(−αSx) and K₊ = e^(−αSx)Sz e^(αSx). Then

e^(αSx) K₊K₋ e^(−αSx) = Sz e^(2αSx) Sz e^(−2αSx) = Sz(cosh 2α Sz − i sinh 2α Sy).

Here c²cosh 2α = a²+b² = D+3E, c²sinh 2α = 2ab and iSy = (S₊−S₋)/2, so H̃ = e^(αSx)He^(−αSx) is

H̃ = ES(S+1) − (D+3E)Sz² + ab Sz(S₊−S₋) − (ab+h)(S₊+S₋)/2.

Sz acts after the ladder operator, so it gives m+1 going up and m coming down:

⟨m|H̃|m⟩ = ES(S+1) − (D+3E)m²
⟨m+1|H̃|m⟩ = s[ab(m+1) − ab/2 − h/2] = s·ab(μ − x)
⟨m|H̃|m+1⟩ = s[−abm − ab/2 − h/2] = −s·ab(μ + x)  (5)

H̃ is real, tridiagonal and not symmetric. It has the spectrum of H, is diagonalizable because H is, and still commutes with R.

Eliminate the 2S−1 states with |m| < S, whose block is M. For an eigenvalue w the pair obeys a 2×2 problem with diagonal d(w) and off-diagonal t(w), both mirror symmetric, so w = d(w) ± t(w). The element t(w) is the two end links times the corner element of (w − M)^(−1). Deleting the first row and last column of the tridiagonal matrix w − M leaves a triangular matrix with minus the upward links on its diagonal. M has odd size 2S−1, so the number of these links is even and the cofactor sign is +. Thus, exactly,

t(w) = (2S)!(ab)^(2S) Π_μ(μ − x) / det(w − M).

The number of factors is even, so Π(μ−x) = Π(x−μ). At fixed x and small E the link products s²a²b²(x²−μ²) are of order DE and correct det(w − M) and d′(w) at relative order E/D. Hence det(w − M) → Π_k[−Dk(2S−k)] = −D^(2S−1)[(2S−1)!]² and (ab)^(2S) → (2DE)^S:

G = 2(2S)!(2DE)^S Π_μ(x−μ) / {D^(2S−1)[(2S−1)!]²} · [1 + O(E/D)].  (B)

Equations (4) and (B), with ab replaced by √(2DE) in x, are both the ε^(2S) term of G and so coincide. At x = 0, Π(x−μ) = (−1)^S[(2S−1)!!]²/4^S and (2S−1)! = (2S−1)!!·2^(S−1)(S−1)!, so (B) reduces to (−1)^S 2(2S)!(E/2)^S/{(4D)^(S−1)[(S−1)!]²}, which is (A).

The relative correction of order E/D is linear in the link products, so it has the form (γ₀ + γ₂x²)E/D, and γ₀ = 0 by the evenness in (A). For S = 1 the odd level of (5) is −A above the constant, A = D+3E, and the even level is −A/2 − √(A²/4+2τ) with τ = 2a²b²(x²−¼). Then G = 2τ/A − 4τ²/A³ + …, and its ratio to (B) is 1 + (E/D)[1 − 3 − 8(x²−¼)] = 1 − 8x²E/D. Formula (B) therefore degrades as x grows.

**5. Exact quench fields**

For all 0 < E < D:

Δ = 0 if and only if h = 2μ√(2E(D+E)), μ = ±½, …, ±(S−½).  (C)

Only if. When x is not one of the μ, no link in (5) vanishes. The eigenvalue equation in row m then fixes c_(m+1) from c_m and c_(m−1), so each eigenvalue has one eigenvector. A diagonalizable matrix with this property has no repeated eigenvalue.

If. A π rotation about z reverses h, so take x = μ₀ > 0. The characteristic polynomial of a tridiagonal matrix obeys P_k = (diagonal − w)P_(k−1) − (link product)P_(k−2), so it factorizes where a link product vanishes. The products s²a²b²(x²−μ²) vanish at μ = ±μ₀. The outer blocks m ≥ μ₀+½ and m ≤ −μ₀−½ have the same diagonals and products, since both are even under the mirror, and

P = P_outer² · P_middle,

with P_outer of degree S − μ₀ + ½. It remains to place the ground pair among these roots. In the Sx basis, form (1) couples m_x only to m_x ± 2, with strength c²/4 times nonzero ladder factors. Each sector is thus a Hermitian tridiagonal matrix with nonzero links and, by the argument above, a simple spectrum. A level of H is at most double, with one member in each sector, so the roots of P_outer are simple and give S − μ₀ + ½ degenerate pairs. Raise E from 0 at fixed D and x = μ₀. At E = 0, H̃ = −DSz², and −DS² is a root of P_outer and the lowest level of both sectors. The root moves continuously and stays an eigenvalue of both sectors. Levels within a sector never meet for E < D, so it stays the lowest in each.

At μ₀ = S − ½ the outer block is one state and the ground energy is exactly ES(S+1) − (D+3E)S². The spacing of the zeros, 2ab, does not depend on S. For integer S, x = 0 lies midway between two zeros.

**6. Instantons and the Berry phase**

Take x as polar axis, u = cos θ, and measure φ from z in the right-handed frame (z, −y, x), so the spin direction is n_x = u, n_z = sin θ cos φ, n_y = −sin θ sin φ. The coherent state |u,φ⟩ = e^(−iφ(Sx−S))|u,0⟩ is 2π-periodic in φ, and with |u,0⟩ real, ⟨ψ|∂τψ⟩ = −iφ̇(Su − S). The imaginary-time weight is e^(−𝒮), with

𝒮 = ∫dτ [iS(1−u)φ̇ + ℰ − ℰmin],
ℰ = a²S²u² + c²S²(1−u²)sin²φ − hSu,

where (1) has been taken with each S_i² replaced by S²n_i², the leading order in 1/S at h ∝ S. Put λ = c²/a² and u₀ = h/(2a²S). The minima are at u = u₀, φ = 0 and π, with ℰmin = −a²S²u₀², and they merge at u₀ = 1, the saturation field h = 2a²S.

Varying u gives −iSφ̇ + ℰ_u = 0. Varying φ gives ℰ_φ + iSu̇ = 0. Thus

φ̇ = −iℰ_u/S, u̇ = iℰ_φ/S,

and ℰ_u u̇ + ℰ_φ φ̇ = 0, so ℰ = ℰmin along the path. Dividing by a²S², (u−u₀)² + λ(1−u²)sin²φ = 0, or

(1 − λsin²φ)u² − 2u₀u + u₀² + λsin²φ = 0.

The reduced discriminant is u₀² − (1−λsin²φ)(u₀²+λsin²φ) = −λsin²φ(1 − u₀² − λsin²φ), so

u = [u₀ + i√λ sin φ √(1−u₀²−λsin²φ)]/(1 − λsin²φ).

Since ℰ_u = 2a²S²[(1−λsin²φ)u − u₀], this root gives φ̇ = 2a²S√λ sin φ √(1−u₀²−λsin²φ), which is real and drives φ away from 0 toward +π or −π, at the initial rate ω₀ = 2S·ac·√(1−u₀²). The inner root is real for all φ if u₀² < 1−λ. Because √(1−λ) = b/a,

S u₀/√(1−λ) = h/(2ab) = x,

and the condition is |x| < S. The action reduces to iS∫(1−u)dφ. Under φ → −φ, Im u and dφ both change sign while Re u does not, so the two paths have 𝒮 = B ± iΘ, with

B = S∫₀^π Im u dφ, Θ = S∫₀^π(1 − Re u)dφ.

The substitution v = tan φ turns ∫₀^π dφ/(1−λsin²φ) into ∫dv/[1+(1−λ)v²] over the real line, which is π/√(1−λ). Hence

Θ = πS[1 − u₀/√(1−λ)] = π(S − x).

The phase difference 2Θ is S times ∮(1 − Re u)dφ, with u complex on the path. Re u peaks at u₀/(1−λ), which is at most 1 for |x| ≤ S·b/a; in that range Re u defines a loop on the sphere and the integral is the solid angle it encloses about the hard axis. For larger |x| the integral keeps the same value 2π(1 − x/S) but has no such geometric reading. The paths are images under complex conjugation in the Sz basis, which reverses Sy alone and leaves the real matrix H unchanged, so their prefactors are complex conjugates; here both are assumed equal to a real positive K. They end on the same state e^(−iπ(Sx−S))|u₀,0⟩, whose sum with the initial state is even. The one-instanton term of ⟨final|e^(−Hτ)|initial⟩ equals −tτ, so t = −2Ke^(−B)cos Θ and

G = 4K e^(−B) cos[π(S−x)], |x| < S.  (D)

This is Garg's oscillation. Its zeros, S − x = n + ½, are those of (C). The agreement is established by section 5 and is not derived within the semiclassical scheme: the exact expectation value ⟨S_i²⟩ = S(S−½)n_i² + S/2 would replace x by xS/(S−½) in Θ, a shift of order one at x ~ S, of the same order as the phase of the fluctuation determinant, which is not computed here.

At h = 0, Im u = √λ sin φ/√(1−λsin²φ). With v = cos φ, B = S√λ∫₋₁¹dv/√(1−λ+λv²) = 2S arsinh√[λ/(1−λ)] = 2S artanh√λ. Then

e^(−B/S) = (a−c)/(a+c) = (a−c)²/(a²−c²) = [D − √(D²−E²)]/E = (E/2D)(1 + E²/4D² + …),

which reproduces the exponential in (3) and shows that at large S the relative correction to (A) grows as SE²/(4D²). At large S formula (A) therefore needs SE²/4D² ≪ 1; at small S the coefficient of E²/D² differs from S/4, being 0 for S = 1 and −¾ for S = 2.

**7. From the polynomial to the cosine**

The recurrence of Γ gives Π_μ(x−μ) = Γ(x+S+½)/Γ(x−S+½). The reflection formula 1/Γ(1−z) = Γ(z)sin(πz)/π with z = S+½−x gives

Π_μ(x−μ) = Γ(S+½+x) Γ(S+½−x) cos[π(S−x)]/π.

So (B) contains the Berry cosine, sign included. For |x| < S+½ the envelope is positive and, ln Γ being convex, grows with |x|: the zeros are equally spaced but the amplitude is not periodic. At x = S+½, S+3/2, … the poles of Γ(S+½−x) cancel the zeros of the cosine, leaving 2S zeros. Inserting Γ(z+½) ≈ √(2π)z^z e^(−z), Γ(2S) ≈ √(2π)(2S)^(2S−½)e^(−2S) and (2S)!/[(2S−1)!]² = 2S/Γ(2S), with y = x/S fixed,

G ≈ 8D S^(3/2)π^(−1/2)(E/2D)^S [(1+y)^(1+y)(1−y)^(1−y)]^S cos[π(S−x)].

This gives K ∝ S^(3/2) for E → 0. At finite E that power is assumed and checked numerically in section 10.

**8. Where the result fails**

Medium-axis field. Exchanging x and y in (1) replaces a² by c² and b² by c² − a² = −2E. The product ab becomes imaginary, the links s(abμ − h/2) cannot vanish for μ ≠ 0, and no level is degenerate for integer S. For S = 3, E = 0.2D the gap is tested to rise monotonically over 0 ≤ h ≤ 6√(2E(D+E)).

Misalignment. Sy and Sz are odd under R and couple the even and odd ground states at first order, so a small h_y or h_z at a zero opens a gap linear in that component, provided the matrix element is nonzero. For S = 3, E = 0.2D, x = ½, doubling either component multiplies the gap by 2.00000. Between the real even and odd eigenvectors the Sz element is real and the Sy element imaginary, so the two couplings cannot cancel; where both elements and the slope of G in h are nonzero, a zero is an isolated conical (diabolical) point in field space. A small longitudinal bias detunes the two wells by 2|⟨even|Sz|odd⟩|h_z, so dipolar or hyperfine fields along z dominate the gap once this exceeds Δ. The element is close to S, and the detuning to 2S h_z, while E ≪ D and h is far below saturation. Canting reduces it, to 0.90 S at x = 9.5 for the parameters of section 10 and further at larger E/D.

Higher anisotropy. A term C(S₊⁴+S₋⁴) keeps R but spoils the tridiagonal form. With C = 0.001D in the same S = 3 case the gap at x = ½ is 0.0229D, so (C) no longer locates the zeros; where they go is not determined here.

Half-integer S. The links μ are integers, and μ = 0 splits H̃ at h = 0 into two mirror blocks, which is Kramers degeneracy. For S = 5/2 the gap is tested to vanish at x = 0 and 1 and not at x = ½.

**9. Implementation**

For the parameters below Δ(0) is about 10⁻¹³ of DS², so double-precision diagonalization leaves at most about three digits. It is better to work per sector in the Sx basis, with J = S(S+1) and m ≡ m_x descending in steps of 2 from S (even) or S−1 (odd):

diagonal: a²m² − hm + c²(J − m²)/2 − DJ
squared link m ↔ m−2: c⁴[J − m(m−1)][J − (m−1)(m−2)]/16.

The recurrence for P and its derivative, in extended precision, supports Newton iteration from a double-precision estimate of the lowest root. The difference of the two roots is G with its sign, so zeros can be bracketed.

**10. Worked example**

Round model parameters: S = 10, D = 0.5 K, E = 0.05 K, g = 2, so gμB/kB = 1.343428 K/T.

Zero field. (2S)!/[(S−1)!]² = 1.84756×10⁷ and (E/8D)^S = 0.0125¹⁰ = 9.31323×10⁻²⁰, so (A) gives 4 K × 1.84756×10⁷ × 9.31323×10⁻²⁰ = 6.883×10⁻¹² K. The exact value is 7.010×10⁻¹² K, or 0.146 Hz, which is 1.8% above (A). The exponent alone, S ln(2D/E) − B = 29.9573 − 29.9322 = 0.0251, would give 2.5%; the remaining difference, about 0.7 percentage points, is comparable to E²/D² = 0.01 and is not derived here. The Stirling form (3) gives 6.969×10⁻¹² K, 1.3% above (A), as 1/(8S) implies.

Zeros. ab = √(0.1 × 0.55) K = 0.234521 K, and the spacing is 0.469042 K, or 0.469042/1.343428 = 0.3491 T. The leading-order spacing 2√(2DE) corresponds to 0.3329 T, 4.7% below the exact one. A scan of G for h from 0 to 7 K finds ten sign changes, at x = 0.5, …, 9.5 to within 10⁻¹⁰, from 0.1746 T to 3.3168 T. All lie below x = S, 3.4914 T, and well below saturation at 8.188 T.

Between zeros, exact G against (B), in kelvin:

x = 1: −7.659×10⁻¹², −7.607×10⁻¹²
x = 2: +1.0011×10⁻¹¹, +1.0292×10⁻¹¹
x = 3: −1.575×10⁻¹¹, −1.715×10⁻¹¹
x = 9: −5.12×10⁻⁸, −1.317×10⁻⁷
x = 11: +4.95×10⁻⁵, +2.11×10⁻⁴

The signs for x < S follow cos[π(10−x)]; at x = 11 the gap is positive although the cosine is negative, as section 7 requires. The ratios exact/(B) are 1.018, 1.007, 0.973 and 0.918 at x = 0, 1, 2, 3. Their fall from the x = 0 value, about 0.012, 0.046 and 0.100, is close to the x² law of section 4. At x = 9 formula (B) is too large by a factor 2.6, so at E/D = 0.1 it gives only the order of magnitude near the outer zeros, while the zeros themselves are exact.

Instanton at x = 3 (1.0474 T). λ = 0.45/0.55 = 0.818182 and u₀ = 3 × 0.469042/11 = 0.127920. At φ = π/2, Re u = 0.127920/(1 − 0.818182) = 0.70356 and Im u = 2.02361; ω₀ = 9.868 K. Integrating the equations of motion gives Θ/π = 7.000000 = S − x and B = 29.1043. The exponent predicts |G(3)/G(0)| ≈ exp(29.9322 − 29.1043) = 2.29, against the exact 1.575/0.7010 = 2.25.

Exponent at larger S. From exact gaps at S = 30 and 32 with the same D and E, after removing S^(3/2), the slope −½[ln|G₃₂/G₃₀| − (3/2)ln(32/30)] is 2.99309 at x/S = 0 and 2.75540 at x/S = ½, against instanton values B/S = 2.99322 and 2.75561.

The numerical check that follows also asserts the E² and E scaling of the errors in (A) and (B), the symbolic equality of (4) and the product form for S = 1 to 5, the matrix (5), and the count of degenerate pairs for S = 4. In its output B denotes the field when given in tesla and the exponent on the instanton lines.

Values computed for the example and the checks

```
control S=3, D=1, E=0.2: gap ratio on doubling hy at x=1/2 = 2.00000
control S=3, D=1, E=0.2: gap ratio on doubling hz at x=1/2 = 2.00000
control S=3: gap at x=1/2 with quartic C=0.001 D = 2.2939e-02 D
S = 10, D = 0.5 K, E = 0.05 K, g = 2.0, g muB/kB = 1.343428 K/T
(2S)!/((S-1)!)^2 = 1.847560e+07, (E/8D)^S = 9.313226e-20
Delta(0) order S = 6.88270e-12 K, Stirling form = 6.96923e-12 K
Delta(0) exact = 7.00979e-12 K = 0.14606 Hz
exact/order S = 1.01847
lambda = 0.818182, ab = 0.234521 K
zero spacing 2ab = 0.469042 K = 0.349138 T
leading-order spacing 2 sqrt(2DE) = 0.332890 T
oscillation ends (x=S) at 3.49138 T; saturation 2(D+E)S at 8.18801 T
quench 1: x = 0.5000000000, B = 0.174569 T
quench 2: x = 1.5000000000, B = 0.523707 T
quench 3: x = 2.5000000000, B = 0.872845 T
quench 4: x = 3.5000000000, B = 1.221983 T
quench 5: x = 4.5000000000, B = 1.571121 T
quench 6: x = 5.5000000000, B = 1.920259 T
quench 7: x = 6.5000000000, B = 2.269397 T
quench 8: x = 7.5000000000, B = 2.618535 T
quench 9: x = 8.5000000000, B = 2.967673 T
quench 10: x = 9.5000000000, B = 3.316811 T
x = 1: B = 0.3491 T, G exact = -7.6592e-12 K, G leading = -7.6072e-12 K
x = 2: B = 0.6983 T, G exact = 1.0011e-11 K, G leading = 1.0292e-11 K
x = 3: B = 1.0474 T, G exact = -1.5749e-11 K, G leading = -1.7153e-11 K
x = 5: B = 1.7457 T, G exact = -7.1580e-11 K, G leading = -9.3924e-11 K
x = 7: B = 2.4440 T, G exact = -8.7492e-10 K, G leading = -1.5252e-09 K
x = 9: B = 3.1422 T, G exact = -5.1229e-08 K, G leading = -1.3167e-07 K
x = 11: B = 3.8405 T, G exact = 4.9537e-05 K, G leading = 2.1054e-04 K
instanton x=3: u0 = 0.127920, u(mid) = 0.703562 + 2.023611 i, omega0 = 9.86813 K
instanton x=3: B = 29.104317, Theta/pi = 7.000000
instanton x=0: B = 29.932228, S ln(2D/E) = 29.957323
x/S = 0: B/S from exact gaps (S=30,32) = 2.99309, instanton = 2.99322
x/S = 0.5: B/S from exact gaps (S=30,32) = 2.75540, instanton = 2.75561
```
